Indentation depths of an abrasive sphere squeezed between pad and wafer

**Problem**

In chemical-mechanical polishing, an abrasive particle is caught between a soft polymer pad and a hard wafer. Treat the particle as a rigid sphere of radius R, pressed into the pad on one side and into the wafer on the opposite side. The contact moduli are E_p = 100 MPa for the pad and E_w = 70 GPa for the wafer. The contact modulus of a flat body with Young's modulus Y and Poisson ratio ν is

E* = Y/(1 − ν²).

(a) Find the ratio δ_p/δ_w of the two indentation depths, assuming that both are small compared with R. Each depth is measured from the undeformed flat surface to the extreme point of the sphere on that side.

(b) For R = 500 nm and a load F = 400 nN, find the depths, contact radii and mean pressures. Judge whether the assumptions hold.

Both bodies are taken as linear elastic and as much larger than the contact, so that each is a half-space. There is no friction and no adhesion, and the pad reaches the wafer through the particle alone.

**A tempting solution**

The particle is at rest, so pad and wafer push on it with equal forces. Each elastic body acts as a spring, with a stiffness proportional to its modulus:

F = k_p δ_p = k_w δ_w, with k_p/k_w = E_p/E_w.

Hence

δ_p/δ_w = E_w/E_p = 70 000 MPa / 100 MPa = 700.

**Where it fails**

The force balance is sound. With F = 400 nN, the weight of a particle of density 7000 kg/m³ is 3.6 × 10⁻⁵ nN, which is negligible.

The fault lies in the stiffnesses. A modulus is a force per area, while a stiffness is a force per length, so a stiffness must be a modulus times some length. The tempting solution takes this length to be the same on both sides. For a sphere the relevant length is the radius a of the contact circle, and this grows as the sphere sinks in. The pad, being more deeply indented, touches the sphere over a wider circle. This makes the pad contact stiffer than its modulus alone suggests, so the true ratio must be below 700. To find it we need the law connecting force and depth.

**Right solution**

*Step 1: the shape imposed by the sphere.* Let r be the distance from the axis. The sphere's surface recedes from its extreme point by

R − √(R² − r²) = r²/(2R) + r⁴/(8R³) + …

The second term is smaller than the first by the factor r²/(4R²), so we drop it for small contacts. Inside the contact circle the surface displacement u, counted positive into the body, must therefore be

u(r) = δ − r²/(2R), for r < a.  (1)

*Step 2: the response to a point force.* Let the body fill z > 0, with shear modulus G = Y/[2(1 + ν)]. Take a function ψ with ∇²ψ = 0, write its derivatives as subscripts, and try

2G u_x = (1 − 2ν)ψ_x + zψ_xz
2G u_y = (1 − 2ν)ψ_y + zψ_yz
2G u_z = −2(1 − ν)ψ_z + zψ_zz.

Elastic equilibrium requires (1 − 2ν)∇²**u** + ∇(∇·**u**) = 0. Using ψ_xx + ψ_yy = −ψ_zz, we find

2G ∇·**u** = −2(1 − 2ν)ψ_zz and 2G ∇²**u** = 2∇ψ_zz,

so the two terms cancel and the trial field is a solution. Its stresses are

σ_xz = zψ_xzz, σ_yz = zψ_yzz, σ_zz = −ψ_zz + zψ_zzz.

The shear stresses vanish at z = 0, as a frictionless surface requires.

For a point force P at the origin choose ψ = −C ln(s + z), where s = √(r² + z²). This is harmonic: the radial part of ∇² ln(s + z) is z/s³ and the z part is −z/s³. Then ψ_z = −C/s and ψ_zz = Cz/s³, which gives

−σ_zz = 3Cz³/s⁵.

On the surface this vanishes everywhere except at the origin. Its integral over any plane z > 0 is

∫₀^∞ 3Cz³ s⁻⁵ 2πr dr = 2πC,

and this must equal P, so C = P/(2π). At z = 0 the normal displacement is

u = (1 − ν)C/(Gs) = (1 − ν²)P/(πYs) = P/(πE*s).  (2)

*Step 3: a pressure that produces the required shape.* Try

p(r) = p₀ √(1 − r²/a²).

To find u at a point inside the circle, at distance r from its centre, add the contributions (2) from all area elements. In polar coordinates about the chosen point an area element is s ds dφ. The factor s cancels the 1/s in (2), so we need the integral of p along each line through the point, and then the sum over directions φ from 0 to π.

A line at angle φ to the radius passes the centre at distance r|sin φ|. It cuts the circle in a chord of half-length L, where L² = a² − r² sin²φ. At distance t from the midpoint of the chord the pressure is (p₀/a)√(L² − t²). Its integral from −L to L is p₀/a times the area of a half-disc of radius L, that is πp₀L²/(2a). Therefore

u(r) = [1/(πE*)] ∫₀^π [πp₀/(2a)] (a² − r² sin²φ) dφ
  = [p₀/(2aE*)] π(a² − r²/2)
  = πp₀(2a² − r²)/(4aE*).  (3)

This is a parabola, as (1) demands. Equating the coefficients of r² gives πp₀/(4aE*) = 1/(2R), so

p₀ = 2aE*/(πR).

Equating the constant terms gives

δ = πp₀a/(2E*) = a²/R.

The pressure is nowhere negative, so the surfaces never pull on each other. Nor do they overlap outside the circle. For r > a, only directions with a² − r² sin²φ > 0 meet the circle. Extending the integral in (3) to all directions would add negative amounts and yield δ − r²/(2R). The true u is thus larger than this, which means that the surface lies clear of the sphere.

*Step 4: force and depth.* The total force is

F = ∫₀^a p₀√(1 − r²/a²) 2πr dr = (2π/3)a²p₀ = 4E*a³/(3R).

With a = √(Rδ) this becomes Hertz's law,

F = (4/3) E* √R δ^(3/2).  (4)

*Step 5: the ratio.* The force F and the radius R are common to both sides, so

E_p δ_p^(3/2) = E_w δ_w^(3/2),

δ_p/δ_w = (E_w/E_p)^(2/3) = 700^(2/3) ≈ 79.

Neither the load nor the particle size affects the ratio while (4) holds on both sides.

**The length that was missing**

Differentiating (4) gives the stiffness of the contact,

k = dF/dδ = 2E*√(Rδ) = 2E*a.

The missing length is 2a. Since a³ = 3FR/(4E*), the contact radii at equal load are in the ratio

a_p/a_w = (E_w/E_p)^(1/3) = 8.88.

The wafer contact is therefore stiffer than the pad contact by 700/8.88 ≈ 79, not by 700. Equation (4) can also be written F = (2/3)kδ, so at equal force the depths are inversely proportional to these stiffnesses.

There is a case in which 700 is right. Suppose the particle has flat ends of the same radius a on both sides. The pressure p = p₁/√(1 − r²/a²) has the chord integral

p₁a ∫ dt/√(L² − t²) = πp₁a, taken from −L to L,

for every direction. Equation (2) then gives a uniform displacement δ = πp₁a/E*. The force is F = 2πa²p₁ = 2E*aδ, a linear law with a fixed length. The tempting solution thus describes a flat-ended particle rather than a sphere.

**Numbers for the example**

In units of nN and nm, 1 GPa is 1 nN/nm². Solving (4) for the depth gives

δ = [3F/(4E*√R)]^(2/3),

δ_p = [3 × 400/(4 × 0.1 × √500)]^(2/3) nm = 26.2 nm,

δ_w = [3 × 400/(4 × 70 × √500)]^(2/3) nm = 0.33 nm.

The contact radii a = √(Rδ) are 114 nm on the pad and 12.9 nm on the wafer. The mean pressures F/(πa²) are 9.7 MPa and 766 MPa. Their ratio is again 79, because at equal force the pressure goes as 1/a² and a² = Rδ. The soft pad thus delivers a modest pressure over a wide circle, and the particle concentrates the same force on a small spot of the wafer.

The elastic energy stored on each side is the integral of F over the depth, (2/5)Fδ. The energies therefore share the ratio of the depths, and the pad holds 98.7% of the total.

**Do the assumptions hold?**

*Small depth.* The pad is the critical side, with δ_p/R = 0.052. At the edge of its contact the term dropped in step 1 is a²/(4R²) = δ_p/(4R), about 1.3% of the term kept. Its effect can be found by keeping the full spherical shape and solving the contact numerically: the surface is divided into 400 rings of uniform pressure, and rings that would have to pull are released. This gives a depth ratio of 79.1 against 78.8 from the formula. The difference, about 0.35%, is the effect of the spherical shape; the finite ring width adds very little to it. The calculation leaves out the sideways motion of the pad surface under the sphere, and the sideways part of the contact pressure, which acts at right angles to the sloping surface of the sphere. A first-order estimate for a pad with ν = 0.3 gives a pad depth about 3% smaller from the two together; for ν = 0.5 both effects vanish. The calculation also assumes linear elasticity, while the peak strain in the pad is near 10%, where a real polymer may no longer respond linearly.

The theory fails on the pad side if the pad closes around the particle and touches the wafer. The pad must then be indented by roughly the particle's diameter, so δ_p is no longer small compared with R.

*Elastic wafer.* For a rough hardness of 9 GPa, typical of silica glass, the mean pressure is 0.085 of the hardness. A smooth, untreated surface should therefore respond elastically. On a rough surface the load gathers on small summits, where the local pressure is far above the mean. A skin softened by the slurry may yield earlier, and this is not modelled. In the elastic case the depth of 0.33 nm is recovered when the particle moves on, so it is not a thickness of removed material.

*Continuum.* The wafer depth is about two Si–O bond lengths of 0.16 nm. Such a depth has meaning as the smooth displacement of a region some 26 nm across, but the result requires surfaces much smoother than 0.33 nm. In a numerical elastic contact calculation, random roughness of 0.1 nm rms with wavelengths of 5 to 20 nm reduces the wafer depth, measured from the mean surface, by roughly 20 to 30%, depending on how the roughness is spread over these wavelengths. This alone would raise the ratio to roughly 100 to 110. These are averages over many spots: a contact only 26 nm across covers few wavelengths, and single spots range from about 15 to 35%, more widely if only the longest wavelengths are present. The elastic pressure on the highest summits reaches roughly 8 to 10 GPa, comparable with the hardness, so some of them may yield, which an elastic calculation does not capture.

*Rigid particle.* Suppose the particle has a contact modulus E_s = 200 GPa, a rough value for a hard oxide. The same pressure deforms wafer and particle, and if the particle's surface is also treated as a half-space, the two displacements add. The compliances then add too:

1/E* = 1/E_w + 1/E_s, so E* = 51.9 GPa.

At fixed load, the approach of particle and wafer grows by the factor (70/51.9)^(2/3) = 1.22. The wafer's own share of that approach is E*/E_w, so its own depth changes by the factor (E*/E_w)^(1/3) = 0.905. It becomes smaller because the flattened particle spreads the load. The ratio of pad depth to wafer-side approach is then 65, while the ratio of pad depth to the wafer's own depth is 87. The pad side is hardly affected, since 100 MPa is tiny beside 200 GPa. If the stated 70 GPa already includes the particle's compliance, 79 is the ratio of the approaches.

*No adhesion.* Let w be the work per area needed to separate particle and wafer. Near contact the gap h between sphere and flat grows as r²/(2R), so a ring has area 2πr dr = 2πR dh. Summing the attraction per area over all rings gives a force 2πR times its integral over h, that is 2πRw. For w = 0.01 J/m², a rough value for surfaces in a liquid, this is 31 nN, or 7.9% of the load. Suppose it acts on the wafer side alone. Simply adding it to the load there would lower the depth ratio to 75, but this leaves out two effects. Under load the gap outside the contact circle opens more slowly than the undeformed gap, so the attraction is somewhat larger: about 40 nN for a range of a few tenths of a nanometre. The attraction also pulls up the wafer surface around the contact, which reduces the depth. A numerical contact calculation with both effects gives a ratio of about 76. For the soft pad the undeformed gap is a poorer guide still.

**Comparison with a real polishing process**

The moduli are roughly those of a polymer pad and an oxide-covered wafer. The particle is coarse, since slurry particles can be ten times smaller, and the load was chosen to keep the pad depth small. Abrasives can also be faceted. A flat facet wider than the sphere's contact circle makes the indentation on its side shallower: on the wafer it raises the ratio, on the pad it lowers it. A sharp corner pressed into the wafer goes deeper than a sphere and can lower the ratio strongly; its pressure may also exceed the hardness, so that the wafer yields. Pads also soften when wet and warm: a 30% loss of contact modulus, taken as a rough figure, raises the ratio from 79 to 100 with all else fixed. By contrast, replacing the flat pad by a rounded asperity of radius R_a = 20 µm matters little. The gap on that side becomes (r²/2)(1/R + 1/R_a), and the ratio rises only to 79.5. For the particle of the example, with E_s = 200 GPa, each effect sized here other than roughness, taken alone, thus shifts the figure of 79 by up to about a quarter. A silica particle is about as stiff as the wafer: for E_s = 75 GPa the ratio of pad depth to wafer-side approach falls to 51, and the ratio to the wafer's own depth rises to 98. Roughness of 0.1 nm rms can shift it by more, and so can several effects together. Adhesion matters more for a smaller particle: at a fixed δ_p/R the load in (4) falls as R², but the attraction falls only as R. Friction, the pad's slow viscoelastic response and facets could also shift the ratio, and they have not been sized.
